# Half-life of a fatiguing hafnia capacitor from two known losses

## Problem

A ferroelectric hafnia capacitor is switched back and forth by a periodic voltage. Its switchable polarization first grows (wake-up) and later shrinks (fatigue). Let $N$ be the number of cycles counted from the end of wake-up, and let the polarization in the fatigue stage follow a stretched exponential,

$$P(N)=P_0\,\exp\!\left[-\left(\frac{N}{N_0}\right)^{\beta}\right],\qquad N_0>0,\quad 0<\beta<1. \tag{1}$$

Here $P_0$ is the polarization at the end of wake-up, $N_0$ is the scale and $\beta$ the exponent. The fractional loss is $d(N)=1-P(N)/P_0$. For a model capacitor with round values,

- $d_1=10\,\%$ at $N_1=10^6$ cycles,
- $d_2=30\,\%$ at $N_2=10^8$ cycles.

Field amplitude, waveform, frequency and temperature stay the same throughout, and both losses refer to the same $P_0$. Cycle counts are pure numbers, so no system of units is needed.

(a) Determine $\beta$ and $N_0$, and check that the data are compatible with $\beta<1$.

(b) Predict the half-life $N_{1/2}$, the number of cycles after which $P=P_0/2$.

(c) Does the polarization halve again after another $N_{1/2}$ cycles?

## Hints

1. The unknown exponent sits inside an exponential. One logarithm removes the exponential, and a second one turns the power into a product.
2. In suitable variables the law is a straight line. Ask what its slope and its intercept mean.
3. The scale $N_0$ is defined by a retained fraction of $1/e$, not of one half.
4. For (c), compute the fractional loss per cycle, $-\mathrm{d}\ln P/\mathrm{d}N$, and see how it depends on $N$.

## Full solution

### (a) Exponent and scale

Divide (1) by $P_0$ and use $P/P_0=1-d$:

$$1-d(N)=\exp\!\left[-\left(\frac{N}{N_0}\right)^{\beta}\right].$$

Take the logarithm and change the sign. This defines a positive quantity $L$, the logarithmic loss:

$$L(N)\equiv-\ln[1-d(N)]=\left(\frac{N}{N_0}\right)^{\beta}. \tag{2}$$

For small losses $L\approx d$; for larger ones $L>d$. Since $L>0$, a second logarithm is allowed:

$$\ln L=\beta\ln N-\beta\ln N_0. \tag{3}$$

Plotted against $\ln N$, the quantity $\ln L$ is a straight line of slope $\beta$ that crosses zero at $N=N_0$. Two points fix a line. Writing (3) for both data and subtracting removes $N_0$:

$$\ln L_2-\ln L_1=\beta\,(\ln N_2-\ln N_1)
\quad\Longrightarrow\quad
\beta=\frac{\ln(L_2/L_1)}{\ln(N_2/N_1)}. \tag{4}$$

The slope is positive because the loss has grown. The scale follows from (2) at the first point. Raising $L_1=(N_1/N_0)^\beta$ to the power $1/\beta$ gives $L_1^{1/\beta}=N_1/N_0$, hence

$$N_0=N_1\,L_1^{-1/\beta}. \tag{5}$$

The numbers are

$$L_1=-\ln 0.9=0.105361,\qquad L_2=-\ln 0.7=0.356675,\qquad \frac{L_2}{L_1}=3.38528,$$

$$\beta=\frac{1.21944}{4.60517}=0.2648,\qquad \frac1\beta=3.7765,$$

$$N_0=10^6\times 4907.2=4.907\times10^{9}\ \text{cycles}.$$

**When is the exponential stretched?** Equation (4) returns a positive number for any two increasing losses, but not necessarily one below 1. The condition $\beta<1$ means $L_2/L_1<N_2/N_1$, or $L_1>(N_1/N_2)L_2$. Inserting the definition of $L$,

$$-\ln(1-d_1)>-\frac{N_1}{N_2}\ln(1-d_2)
\quad\Longrightarrow\quad
d_1>1-(1-d_2)^{N_1/N_2}. \tag{6}$$

With $d_2=30\,\%$ the right side is $0.356\,\%$. The given early loss of $10\,\%$ lies far above it, so the data are compatible with a stretched exponential. At equality in (6), $\beta=1$ and the law is a simple exponential. A still smaller early loss would give $\beta>1$, a loss that accelerates relative to the simple exponential.

**The reference polarization matters.** Suppose $P_0$ were replaced by the value $P(N_r)$ read after $N_r$ cycles of fatigue. The apparent logarithmic loss would then be

$$-\ln\frac{P(N)}{P(N_r)}=L(N)-L(N_r),$$

which is no longer a pure power of $N$. Because $\beta$ is small, $L(N_r)$ fades slowly as $N_r$ is reduced. Take $N_r=10^4$, a factor of 100 below $N_1$. The step from $N_1$ to $N_2$ is also a factor of 100, so $L$ changes by the same ratio:

$$L(10^4)=\frac{0.105361}{3.38528}=0.031.$$

This is about 30 % of $L_1$, although $10^4$ cycles are 1 % of $N_1$. If $P_0$ is not known, it is a third unknown, and two polarization readings cannot determine three parameters.

### (b) Half-life

At the half-life $1-d=\tfrac12$, so $L=-\ln\tfrac12=\ln2$. Equation (2) becomes

$$\ln 2=\left(\frac{N_{1/2}}{N_0}\right)^{\beta}
\quad\Longrightarrow\quad
N_{1/2}=N_0\,(\ln2)^{1/\beta}. \tag{7}$$

Since $\ln 2<1$, the half-life is shorter than $N_0$. For a simple exponential the ratio $N_{1/2}/N_0$ would be $\ln2\approx0.69$; here the large power $1/\beta$ lowers it to $0.25054$:

$$N_{1/2}=4.9072\times10^9\times0.25054=1.23\times10^{9}\ \text{cycles}.$$

The parameters can also be eliminated. Put (5) into (7) to get $N_{1/2}=N_1(\ln2/L_1)^{1/\beta}$, take the logarithm, and insert $1/\beta$ from (4):

$$\ln N_{1/2}=\ln N_1+\ln\frac{N_2}{N_1}\;\frac{\ln(\ln2/L_1)}{\ln(L_2/L_1)}. \tag{8}$$

This is the straight line (3) followed from the first point to the height $\ln\ln2$. If $d_1$ approaches $d_2$ from below, with $d_2<\tfrac12$, the denominator tends to zero while the numerator stays positive. The line becomes flat and the predicted half-life grows without bound.

The predicted half-life is 12.3 times the last cycle count at which the loss is known. It is therefore an extrapolation, and it assumes that law (1) continues to hold and that the capacitor survives. Dielectric breakdown is a separate event about which (1) says nothing; if it comes first, the half-life is never reached.

### (c) The second halving

Equation (2) gives $\ln P=\ln P_0-(N/N_0)^\beta$. Differentiating, the fractional loss per cycle is

$$r(N)\equiv-\frac{\mathrm d\ln P}{\mathrm dN}=\frac{\beta}{N_0}\left(\frac{N}{N_0}\right)^{\beta-1}. \tag{9}$$

For $\beta<1$ the power $\beta-1$ is negative, so $r$ falls as cycling proceeds:

- at $N_1$: $r=2.79\times10^{-8}$ per cycle,
- at $N_2$: $r=9.44\times10^{-10}$ per cycle,
- at $N_{1/2}$: $r=1.49\times10^{-10}$ per cycle.

Each later cycle removes a smaller fraction of what is left. The second halving must then take longer than the first. A quarter remains when $L=-\ln\tfrac14=2\ln2$, so

$$N_{1/4}=N_0(2\ln2)^{1/\beta}=2^{1/\beta}N_{1/2}=13.7\,N_{1/2}=1.68\times10^{10}\ \text{cycles}. \tag{10}$$

The answer to (c) is no. The second halving takes $N_{1/4}-N_{1/2}=12.7\,N_{1/2}$ further cycles. Only for $\beta=1$ does (10) give $N_{1/4}=2N_{1/2}$, the repeating half-life of a simple exponential.

As a check, the rate equation $\mathrm dP/\mathrm dN=-r(N)P$ was integrated numerically from 90 % retention at $N_1$. It passes through 70 % at $N_2$ and reaches one half at $1.2295\times10^9$ cycles, in agreement with (7).

Equation (9) also shows a limit of the law. As $N\to0$ the rate diverges, although the accumulated loss $(N/N_0)^\beta$ tends to zero. Law (1) is an empirical fit form for the later fatigue stage, not a derived mechanism. A real capacitor whose polarization passes smoothly from wake-up to fatigue has a maximum with zero slope at that point, whereas the fitted law already loses about 3 % within the first $10^4$ cycles, so it should not be read literally near $N=0$. The end of wake-up is also not a sharp origin: placing it $10^5$ cycles later, with the same two losses, turns $N_1$ and $N_2$ into $0.9\times10^6$ and $0.999\times10^8$, and (8) then gives $1.30\times10^9$ cycles.

**What a simple exponential would predict.** Suppose one sets $\beta=1$ and uses a single datum $(N_i,L_i)$. Then $L=L_iN/N_i$, and the half-life is $N_i\ln2/L_i$. The first datum gives $6.58\times10^6$ cycles and the second $1.94\times10^8$, both far below $1.23\times10^9$. To see why, divide (2) at $N_{1/2}$ by (2) at $N_i$, which gives $\ln2/L_i=(N_{1/2}/N_i)^\beta$. Therefore

$$\frac{N_i\ln2}{L_i}=N_i\left(\frac{N_{1/2}}{N_i}\right)^{\beta}=N_{1/2}\left(\frac{N_i}{N_{1/2}}\right)^{1-\beta}.$$

For $N_i<N_{1/2}$ and $\beta<1$ the last factor is below 1. The simple exponential carries the high average loss rate of the early cycles into the later ones, and the error is larger the earlier the datum.

## Variation 1: uncertain losses

*Each loss is known to within one percentage point. How far can the half-life move?*

Write $u_i=\ln L_i$, $y=\ln\ln2$ and $D=\ln(N_2/N_1)$. Equation (8) becomes

$$\ln N_{1/2}=\ln N_1+D\,\frac{y-u_1}{u_2-u_1}.$$

The quotient rule gives

$$\frac{\partial\ln N_{1/2}}{\partial u_1}=D\,\frac{-(u_2-u_1)+(y-u_1)}{(u_2-u_1)^2}=D\,\frac{y-u_2}{(u_2-u_1)^2},
\qquad
\frac{\partial\ln N_{1/2}}{\partial u_2}=-D\,\frac{y-u_1}{(u_2-u_1)^2}.$$

From $L=-\ln(1-d)$ follows $\mathrm dL/\mathrm dd=1/(1-d)$, and so $\mathrm du/\mathrm dd=1/[(1-d)L]$. The chain rule then yields

$$\frac{\partial\ln N_{1/2}}{\partial d_1}=\frac{D\,(y-u_2)}{(u_2-u_1)^2(1-d_1)L_1}=21.7,
\qquad
\frac{\partial\ln N_{1/2}}{\partial d_2}=-\frac{D\,(y-u_1)}{(u_2-u_1)^2(1-d_2)L_2}=-23.4.$$

The signs hold whenever $d_1<d_2<\tfrac12$, because then $u_1<u_2<y$. A larger early loss at fixed late loss *lengthens* the predicted half-life: it flattens the line (3), which then reaches the height $y$ later. A larger late loss steepens the line and shortens the half-life.

Because the signs stay the same over the whole range of allowed losses, the extremes lie at opposite corners:

- $d_1=9\,\%$, $d_2=31\,\%$: $N_{1/2}=0.82\times10^9$ cycles,
- $d_1=11\,\%$, $d_2=29\,\%$: $N_{1/2}=2.03\times10^9$ cycles.

The linear estimate of the shift is $0.01\times(21.7+23.4)=0.45$ in $\ln N_{1/2}$, that is, factors of $0.64$ and $1.57$. The actual factors relative to the central value are $0.66$ and $1.65$; the difference comes from the higher-order terms. With such data not even the first digit is fixed: the half-life lies between about $0.8\times10^9$ and $2\times10^9$ cycles.

## Variation 2: a different law through the same points

*Suppose instead that the loss grows linearly in $\ln N$. What half-life do the same data give?*

The line through both points is

$$d(N)=d_1+(d_2-d_1)\,\frac{\ln(N/N_1)}{\ln(N_2/N_1)}.$$

Setting $d=\tfrac12$ and solving for $N$,

$$N_{1/2}^{\log}=N_1\left(\frac{N_2}{N_1}\right)^{(0.5-d_1)/(d_2-d_1)}=10^6\times100^{\,0.4/0.2}=10^{10}\ \text{cycles}.$$

This is 8.1 times the stretched-exponential result, although both laws reproduce the data. The direction of the difference follows from the curvature of (1) in the variable $x=\ln N$. There $\mathrm dL/\mathrm dx=\beta L$ and $d=1-e^{-L}$, so

$$\frac{\mathrm dd}{\mathrm dx}=\beta L\,e^{-L},\qquad
\frac{\mathrm d^2d}{\mathrm dx^2}=\beta^2L(1-L)\,e^{-L}.$$

The second derivative is positive for $L<1$, which covers the whole range up to the half-life, where $L=\ln2$. The stretched exponential bends upward there, so beyond $N_2$ it lies above the straight line through the two data and reaches one half earlier.

The logarithmic law has a limited range of its own. It loses 10 percentage points per decade, so it gives zero loss at $10^5$ cycles and a negative loss below that.

A third reading at $10^9$ cycles would help to separate the two laws. The logarithmic law predicts a loss of 40 %. For the stretched exponential, one decade is half of the logarithmic distance from $N_1$ to $N_2$, so $L$ grows by $\sqrt{3.38528}=1.840$:

$$L(10^9)=0.356675\times1.840=0.656,\qquad d(10^9)=1-e^{-0.656}=48\,\%.$$

The gap of 8 percentage points looks large against the one-point uncertainty of Variation 1, but that uncertainty also shifts both predictions. Repeating the two calculations at the corners $(11\,\%,29\,\%)$ and $(9\,\%,31\,\%)$ gives 44.4 % to 52.1 % for the stretched exponential and 38 % to 42 % for the logarithmic law. The two ranges are only 2.4 points apart, and 0.4 points once the third reading carries its own one-point uncertainty. The third reading separates the laws, but narrowly.

The main values, some of them with further digits, are in the numerical output below. The losses at $10^4$ and $10^9$ cycles follow from them by the short calculations shown above.

## Calculated quantities

```
First cycle count N1 = 1e+06 cycles
Second cycle count N2 = 1e+08 cycles
Loss d1 at N1 = 10.0 %
Loss d2 at N2 = 30.0 %
L1 = -ln(1-d1) = 0.105361 (dimensionless)
L2 = -ln(1-d2) = 0.356675 (dimensionless)
L2/L1 = 3.38528 (dimensionless)
ln(L2/L1) = 1.21944 (dimensionless)
ln(N2/N1) = 4.60517 (dimensionless)
Exponent beta = 0.26480 (dimensionless)
1/beta = 3.77647 (dimensionless)
L1**(-1/beta) = 4907.2 (dimensionless)
Scale N0 = 4.9072e+09 cycles
(ln 2)**(1/beta) = 0.25054 (dimensionless)
Half-life N_half = 1.2295e+09 cycles
Half-life from rate equation = 1.2295e+09 cycles
N_half/N2 = 12.295 (dimensionless)
Quarter remains at N_quarter = 1.6848e+10 cycles
N_quarter/N_half = 13.704 (dimensionless)
Loss rate at N1 = 2.7899e-08 per cycle
Loss rate at N2 = 9.4447e-10 per cycle
Loss rate at N_half = 1.4929e-10 per cycle
Smallest d1 for beta <= 1 = 0.3560 %
d ln(N_half)/d d1 = 21.699 (per unit loss)
d ln(N_half)/d d2 = -23.367 (per unit loss)
Assumed uncertainty of each loss = 1.0 points
Lowest half-life in that range = 8.173e+08 cycles
Highest half-life in that range = 2.032e+09 cycles
Simple exponential via N1: half-life = 6.5788e+06 cycles
Simple exponential via N2: half-life = 1.9434e+08 cycles
Loss linear in ln N: half-life = 1.0000e+10 cycles
Logarithmic/stretched half-life = 8.134 (ratio)
```
